# Finding the Second Activity Coefficient of a Binary Alloy by Gibbs–Duhem Integration: a numerical check

```python
"""
Result under test, for a binary solution at fixed temperature and pressure:
    if     ln gamma_A = a x_B^2 + b x_B^3
    then   ln gamma_B = (a + 3b/2) x_A^2 - b x_A^3
x_A, x_B : mole fractions, x_A + x_B = 1
gamma_i  : activity coefficient, equal to 1 for pure liquid i
a, b     : dimensionless constants, independent of composition
The formula is compared with direct sums of the Gibbs-Duhem equation and
with derivatives of an excess Gibbs energy built from ln gamma_A alone.
The example is a model alloy in the regime of a solder melt at reflow.
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import quad
from scipy.optimize import brentq


def ln_gamma_A(xB, a, b):
    return a * xB**2 + b * xB**3


def ln_gamma_B(xB, a, b):
    xA = 1 - xB
    return (a + 1.5 * b) * xA**2 - b * xA**3


def gibbs_duhem_sum(ln_gA, xB, points=40001):
    """Trapezoid sum of -(x_A/x_B) d ln gamma_A from pure B to xB."""
    x = np.linspace(1.0, xB, points)
    weight = (1 - x) / x
    return -np.sum(0.5 * (weight[1:] + weight[:-1]) * np.diff(ln_gA(x)))


def excess_from_A(xB, a, b):
    """G^E/(RT) per mole, using only ln gamma_A and G^E = 0 for pure B."""
    value = quad(lambda x: ln_gamma_A(x, a, b) / x**2, xB, 1.0,
                 epsabs=1e-13, epsrel=1e-13)[0]
    return xB * value


def excess_formula(xB, a, b):
    return xB * (1 - xB) * (a + b * (1 + xB) / 2)


def slope(f, x, h=1e-5):
    return (f(x + h) - f(x - h)) / (2 * h)


def thermodynamic_factor(xB, a, b):
    return 1 - xB * (1 - xB) * (2 * a + 3 * b * xB)


# Main result by two independent roads, for several signs of a and b
largest_sum_error = 0.0
largest_derivative_error = 0.0
for a, b in [(0.6, 0.4), (-1.3, 0.7), (0.5, -1.1), (0.0, 1.0)]:
    for xB in [0.05, 0.3, 0.6, 0.9]:
        target = ln_gamma_B(xB, a, b)
        summed = gibbs_duhem_sum(lambda x: ln_gamma_A(x, a, b), xB)
        largest_sum_error = max(largest_sum_error, abs(summed - target))

        def total_excess(nA, nB):
            return (nA + nB) * excess_from_A(nB / (nA + nB), a, b)

        nA, nB, h = 1 - xB, xB, 1e-4
        dB = (total_excess(nA, nB + h) - total_excess(nA, nB - h)) / (2 * h)
        dA = (total_excess(nA + h, nB) - total_excess(nA - h, nB)) / (2 * h)
        largest_derivative_error = max(largest_derivative_error,
                                       abs(dB - target))
        assert abs(dA - ln_gamma_A(xB, a, b)) < 1e-6
        assert abs(excess_from_A(xB, a, b) - excess_formula(xB, a, b)) < 1e-10
assert largest_sum_error < 1e-6       # trapezoid discretization
assert largest_derivative_error < 1e-6  # central-difference error

# Example inputs
T = 520.0             # K
a, b = 0.6, 0.4
xB = 0.3
xA = 1 - xB


def law_A(x):
    return ln_gamma_A(x, a, b)


def law_B(x):
    return ln_gamma_B(x, a, b)


def swapped_B(x):
    return a * (1 - x)**2 + b * (1 - x)**3


# Dilute limit of B: remaining difference is of order x_B = 0.001
dilute_B_sum = gibbs_duhem_sum(law_A, 0.001)
assert abs(dilute_B_sum - (a + b / 2)) < 3e-3
assert abs(law_A(0.999) - (a + b)) < 3e-3

# Pointwise consistency catches a label swap; the area test does not
residual = xA * slope(law_A, xB) + xB * slope(law_B, xB)
residual_swap = xA * slope(law_A, xB) + xB * slope(swapped_B, xB)
assert abs(residual) < 1e-8
assert abs(residual_swap - 3 * b * xA * xB * (xB - xA)) < 1e-8
assert abs(residual_swap) > 0.01
area = quad(lambda x: law_A(x) - law_B(x), 0, 1)[0]
area_swap = quad(lambda x: law_A(x) - swapped_B(x), 0, 1)[0]
assert abs(area) < 1e-12 and abs(area_swap) < 1e-12

# A linear term in ln gamma_A makes ln gamma_B diverge logarithmically
k = 0.2
for x in [0.01, 0.1, 0.5]:
    linear_sum = gibbs_duhem_sum(lambda y: k * y, x)
    assert abs(linear_sum - k * (-np.log(x) - (1 - x))) < 1e-5

# Local stability from the curvature of the mixing Gibbs energy over RT


def mixing(x):
    return x * np.log(x) + (1 - x) * np.log(1 - x) + excess_from_A(x, a, b)


for x in [0.2, 0.3, 0.6, 0.8]:
    h = 1e-3
    curvature = (mixing(x + h) - 2 * mixing(x) + mixing(x - h)) / h**2
    assert abs(x * (1 - x) * curvature
               - thermodynamic_factor(x, a, b)) < 1e-4
grid = np.linspace(0, 1, 10001)
factors = thermodynamic_factor(grid, a, b)
i_min = int(np.argmin(factors))
assert factors[i_min] > 0

# Example results
lgA, lgB = law_A(xB), law_B(xB)
sum_B = gibbs_duhem_sum(law_A, xB)
gA, gB = np.exp(lgA), np.exp(lgB)
actA, actB = xA * gA, xB * gB
RT = R * T / 1000     # kJ/mol
GE = RT * (xA * lgA + xB * lgB)
assert abs(GE - RT * excess_from_A(xB, a, b)) < 1e-9

# Crystallization of pure B, equal heat capacities of solid and liquid
Tm, dS = 600.0, 8.0   # K, J/(mol K)
ln_a_sat = -dS * (Tm - T) / (R * T)
helmholtz = -quad(lambda t: dS * Tm / (R * t**2), T, Tm)[0]
assert abs(ln_a_sat - helmholtz) < 1e-10
a_sat = np.exp(ln_a_sat)
x_sat = brentq(lambda x: x * np.exp(law_B(x)) - a_sat, 0.01, 0.9999)
assert actB < a_sat and xB < x_sat

# Other neglected effects on ln gamma_B
dT = 20.0             # K
scale = T / (T + dT)
shift_T = ln_gamma_B(xB, a * scale, b * scale) - lgB
c = 0.1
shift_c = gibbs_duhem_sum(lambda x: law_A(x) + c * x**4, xB) - sum_B
dP, VE = 0.1, 1.0     # MPa, cm3/mol; their product is in J/mol
shift_P = dP * VE / (R * T)

print(f"Largest error, Gibbs-Duhem sum: {largest_sum_error:.1e} (no unit)")
print(f"Largest error, G^E derivative: {largest_derivative_error:.1e} (no unit)")
print(f"Temperature T = {T:.0f} K")
print(f"Constants a = {a:.1f}, b = {b:.1f} (no unit)")
print(f"Mole fractions x_A = {xA:.1f}, x_B = {xB:.1f} (no unit)")
print(f"Gas constant R = {R:.4f} J/(mol K)")
print(f"RT = {RT:.4f} kJ/mol")
print(f"Coefficient a + 3b/2 = {a + 1.5*b:.2f} (no unit)")
print(f"Square term of ln gamma_B = {(a + 1.5*b)*xA**2:.4f} (no unit)")
print(f"Cubic term of ln gamma_B = {-b*xA**3:.4f} (no unit)")
print(f"ln gamma_A = {lgA:.4f} (no unit)")
print(f"ln gamma_B, formula = {lgB:.4f} (no unit)")
print(f"ln gamma_B, Gibbs-Duhem sum = {sum_B:.4f} (no unit)")
print(f"gamma_A = {gA:.4f}, gamma_B = {gB:.4f} (no unit)")
print(f"Activity of A = {actA:.4f}, of B = {actB:.4f} (no unit)")
print(f"Excess Gibbs energy = {GE:.4f} kJ/mol")
print(f"mu_B minus pure liquid B = {RT*np.log(actB):.4f} kJ/mol")
print(f"Dilute limit ln gamma_B = {law_B(0.0):.2f} (no unit)")
print(f"Dilute limit ln gamma_A = {law_A(1.0):.2f} (no unit)")
print(f"ln gamma_B from label swap = {swapped_B(xB):.4f} (no unit)")
print(f"Gibbs-Duhem residual of swap = {residual_swap:.4f} (no unit)")
print(f"Smallest thermodynamic factor = {factors[i_min]:.4f} (no unit)")
print(f"  found at x_B = {grid[i_min]:.3f} (no unit)")
print(f"Factor at example x_B = {thermodynamic_factor(xB, a, b):.4f} (no unit)")
print(f"Rough melting point of B = {Tm:.0f} K")
print(f"Rough fusion entropy of B = {dS:.0f} J/(mol K)")
print(f"Activity of B at saturation = {a_sat:.4f} (no unit)")
print(f"x_B at saturation = {x_sat:.3f} (no unit)")
print(f"Temperature rise considered = {dT:.0f} K")
print(f"  shift of ln gamma_B = {shift_T:.4f} (no unit)")
print(f"Quartic coefficient considered = {c:.1f} (no unit)")
print(f"  shift of ln gamma_B = {shift_c:.4f} (no unit)")
print(f"Pressure change considered = {dP:.1f} MPa")
print(f"Partial excess volume considered = {VE:.0f} cm3/mol")
print(f"  shift of ln gamma_B = {shift_P:.1e} (no unit)")
print("OK")
```

Output:

```
Largest error, Gibbs-Duhem sum: 5.8e-09 (no unit)
Largest error, G^E derivative: 1.4e-08 (no unit)
Temperature T = 520 K
Constants a = 0.6, b = 0.4 (no unit)
Mole fractions x_A = 0.7, x_B = 0.3 (no unit)
Gas constant R = 8.3145 J/(mol K)
RT = 4.3235 kJ/mol
Coefficient a + 3b/2 = 1.20 (no unit)
Square term of ln gamma_B = 0.5880 (no unit)
Cubic term of ln gamma_B = -0.1372 (no unit)
ln gamma_A = 0.0648 (no unit)
ln gamma_B, formula = 0.4508 (no unit)
ln gamma_B, Gibbs-Duhem sum = 0.4508 (no unit)
gamma_A = 1.0669, gamma_B = 1.5696 (no unit)
Activity of A = 0.7469, of B = 0.4709 (no unit)
Excess Gibbs energy = 0.7808 kJ/mol
mu_B minus pure liquid B = -3.2564 kJ/mol
Dilute limit ln gamma_B = 0.80 (no unit)
Dilute limit ln gamma_A = 1.00 (no unit)
ln gamma_B from label swap = 0.4312 (no unit)
Gibbs-Duhem residual of swap = -0.1008 (no unit)
Smallest thermodynamic factor = 0.5381 (no unit)
  found at x_B = 0.577 (no unit)
Factor at example x_B = 0.6724 (no unit)
Rough melting point of B = 600 K
Rough fusion entropy of B = 8 J/(mol K)
Activity of B at saturation = 0.8624 (no unit)
x_B at saturation = 0.837 (no unit)
Temperature rise considered = 20 K
  shift of ln gamma_B = -0.0167 (no unit)
Quartic coefficient considered = 0.1 (no unit)
  shift of ln gamma_B = 0.0305 (no unit)
Pressure change considered = 0.1 MPa
Partial excess volume considered = 1 cm3/mol
  shift of ln gamma_B = 2.3e-05 (no unit)
OK
```
